# Geometric Statistics of Acid-Catalysed Deprotection in Chemically Amplified Resists: a numerical check

```python
"""
Result under test: an acid that cleaves protected sites at constant rate r and
is lost at constant rate q performs N cleavages, where
    P(N=n) = (1-p) p**n,  p = r/(r+q),  mean x = r/q,  variance x(1+x).
Also tested: finite bake time, finite number of sites, many independent acids,
and mean-field depletion of protected sites and of quencher.
Symbols: T bake time, S number of sites in a finite pool, h0 acid density,
rho0 protected-site density, b0 quencher density, D acid diffusivity,
a contact radius. Units: nm, s, K, eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, solve
from scipy.special import gammainc
from scipy.stats import poisson

r, q, T = 2.0, 0.1, 60.0
rho0, h0, b0 = 2.0, 0.02, 0.10
D, a = 2.0, 0.5
bake_K, energy_gap_eV = 363.0, 0.5
cube_edge = 10.0
x = r / q
p = r / (r + q)


def master_distribution(cleavage_rates, loss_rate, bake=None):
    """Distribution of N from the master equation; bake=None means forever."""
    rates = np.asarray(cleavage_rates, dtype=float)
    generator = np.diag(-(rates + loss_rate)) + np.diag(rates[:-1], -1)
    start = np.zeros(len(rates))
    start[0] = 1.0
    if bake is None:
        return loss_rate * solve(-generator, start)
    alive = expm(generator * bake) @ start
    return loss_rate * solve(-generator, start - alive) + alive


def moments(distribution):
    n = np.arange(len(distribution))
    mean = np.sum(n * distribution)
    return mean, np.sum((n - mean) ** 2 * distribution)


# Long bake: master equation against the geometric law.
n_values = np.arange(701)
constant_rates = np.full(len(n_values), r)
dist_long = master_distribution(constant_rates, q)
assert np.allclose(dist_long, (1 - p) * p**n_values, rtol=0, atol=1e-12)
mean_long, var_long = moments(dist_long)
assert abs(mean_long / x - 1) < 1e-8
assert abs(var_long / (x * (1 + x)) - 1) < 1e-8

# Event-by-event simulation, with random and with fixed acid lifetimes.
rng = np.random.default_rng(12345)
samples = 200000


def simulate_counts(death_times):
    clock = rng.exponential(1 / r, len(death_times))
    counts = np.zeros(len(death_times), dtype=int)
    active = np.flatnonzero(clock < death_times)
    while active.size:
        counts[active] += 1
        clock[active] += rng.exponential(1 / r, active.size)
        active = active[clock[active] < death_times[active]]
    return counts


sim_random = simulate_counts(rng.exponential(1 / q, samples))
sim_fixed = simulate_counts(np.full(samples, 1 / q))
# Tolerances are five standard errors of the sampled quantities.
var_formula = x * (1 + x)
assert abs(sim_random.mean() - x) < 5 * np.sqrt(var_formula / samples)
kurtosis = 9 + 1 / var_formula
assert abs(sim_random.var() / var_formula - 1) < 5 * np.sqrt((kurtosis - 1) / samples)
zero_error = np.sqrt(p * (1 - p) / samples)
assert abs(np.mean(sim_random == 0) - (1 - p)) < 5 * zero_error
assert abs(sim_fixed.mean() - x) < 5 * np.sqrt(x / samples)
assert abs(sim_fixed.var() - x) < 5 * np.sqrt((2 * x**2 + x) / samples)

# Finite bake: full distribution and moments, including a short bake.
def finite_bake_moments(bake):
    s = q * bake
    mean = x * (1 - np.exp(-s))
    extra = x**2 * (1 - 2 * s * np.exp(-s) - np.exp(-2 * s))
    return mean, mean + extra


for bake in (5.0, T):
    dist_bake = master_distribution(constant_rates, q, bake)
    dead_part = (1 - p) * p**n_values * gammainc(n_values + 1, (r + q) * bake)
    alive_part = np.exp(-q * bake) * poisson.pmf(n_values, r * bake)
    assert np.allclose(dist_bake, dead_part + alive_part, rtol=0, atol=1e-10)
    assert np.allclose(moments(dist_bake), finite_bake_moments(bake), rtol=1e-6)
mean_bake, var_bake = finite_bake_moments(T)

# Finite well-mixed pool of sites, each cleaved at rate r/S.
def pool_moments(S):
    k = r / S
    mean = S * x / (S + x)
    factorial = 2 * S * (S - 1) * k**2 / ((k + q) * (2 * k + q))
    return mean, factorial + mean - mean**2


pool_threshold = 1 + np.sqrt(1 + 2 * x)
pool_fano = {}
for S in (int(np.floor(pool_threshold)), int(np.ceil(pool_threshold)), 40, 400):
    pool_rates = (r / S) * (S - np.arange(S + 1))
    pool_mean, pool_var = moments(master_distribution(pool_rates, q))
    assert np.allclose((pool_mean, pool_var), pool_moments(S), rtol=1e-8)
    pool_fano[S] = pool_var / pool_mean
    assert (pool_fano[S] > 1) == (S > pool_threshold)

# Poisson number of acids: explicit convolution of the single-acid result.
acids = h0 * cube_edge**3
length = 4000
total_dist = np.zeros(length)
partial = np.zeros(length)
partial[0] = 1.0
for m in range(81):
    total_dist += poisson.pmf(m, acids) * partial
    partial = np.convolve(partial, dist_long)[:length]
total_mean, total_var = moments(total_dist)
assert abs(total_mean / (acids * x) - 1) < 1e-7
assert abs(total_var / (acids * x * (1 + 2 * x)) - 1) < 1e-7
relative_noise = np.sqrt(total_var) / total_mean
assert abs(relative_noise**2 * acids - (2 + 1 / x)) < 1e-6


# Mean-field rate equations for site depletion and quencher consumption.
def mean_field(site_loading, quencher_loading, bake):
    """Loadings are h0/rho0 and h0/b0; zero switches an effect off."""
    def slope(t, y):
        survival, quencher, sites, dose, mean, factorial = y
        cleavage = r * sites
        return [-q * quencher * survival,
                -q * quencher_loading * survival * quencher,
                -r * site_loading * survival * sites,
                cleavage,
                cleavage * survival,
                2 * dose * cleavage * survival]
    result = solve_ivp(slope, (0, bake), [1, 1, 1, 0, 0, 0],
                       method="DOP853", rtol=1e-10, atol=1e-12)
    assert result.success
    sites, mean, factorial = result.y[2, -1], result.y[4, -1], result.y[5, -1]
    return mean, factorial + mean - mean**2, 1 - sites


site_loading, quencher_loading = h0 / rho0, h0 / b0
forever = 60 / q
assert np.allclose(mean_field(0, 0, T)[:2], (mean_bake, var_bake), rtol=1e-6)
site_only = mean_field(site_loading, 0, forever)
c = site_loading * x
assert abs(site_only[0] / (x * (1 - np.exp(-c)) / c) - 1) < 1e-6
quencher_only = mean_field(0, quencher_loading, forever)
quencher_factor = -np.log(1 - quencher_loading) / quencher_loading
assert abs(quencher_only[0] / (x * quencher_factor) - 1) < 1e-6
combined = mean_field(site_loading, quencher_loading, T)
assert combined[1] > combined[0]

# Local depletion at contact from the steady diffusive flux.
k2 = r / rho0
contact_drop = k2 / (4 * np.pi * D * a)
flux_integral = quad(lambda s: k2 / (4 * np.pi * D * s**2), a, np.inf)[0]
assert abs(flux_integral - contact_drop) < 1e-8

# Rough pool reached by one acid: sphere of rms diffusion radius.
rms_radius = np.sqrt(6 * D / q)
reached_sites = rho0 * 4 * np.pi * rms_radius**3 / 3
self_depletion = x / (reached_sites + x)

# Change of r/q when the bake is one kelvin hotter.
kB_eV = constants.k / constants.e
inverse_T_change = 1 / bake_K - 1 / (bake_K + 1)
temperature_change = np.exp(energy_gap_eV / kB_eV * inverse_T_change) - 1

cumulative = np.cumsum(dist_long)
median = int(np.searchsorted(cumulative, 0.5))
tail_start = int(round(3 * x))
tail_geometric = dist_long[tail_start:].sum()
tail_poisson = poisson.sf(tail_start - 1, x)

print(f"Cleavage rate r = {r:.2f} 1/s")
print(f"Loss rate q = {q:.2f} 1/s")
print(f"Bake time T = {T:.0f} s; bake temperature = {bake_K:.0f} K")
print(f"Protected-site density = {rho0:.2f} 1/nm^3")
print(f"Acid density = {h0:.3f} 1/nm^3")
print(f"Quencher density = {b0:.3f} 1/nm^3")
print(f"Acid diffusivity = {D:.2f} nm^2/s; contact radius = {a:.2f} nm")
print(f"Probability next event is cleavage p = {p:.5f}")
print(f"Long bake: mean = {mean_long:.3f} cleavages")
print(f"Long bake: variance = {var_long:.3f} cleavages^2")
print(f"Long bake: standard deviation = {np.sqrt(var_long):.3f} cleavages")
print(f"Long bake: Fano factor = {var_long / mean_long:.3f}")
print(f"Median = {median} cleavages")
print(f"P(N=0), geometric = {dist_long[0]:.5f}")
print(f"P(N=0), Poisson of equal mean = {np.exp(-x):.3e}")
print(f"P(N>={tail_start}), geometric = {tail_geometric:.5f}")
print(f"P(N>={tail_start}), Poisson of equal mean = {tail_poisson:.3e}")
print(f"Simulated acids = {samples}")
print(f"Simulation, random lifetime: mean = {sim_random.mean():.3f}")
print(f"Simulation, random lifetime: variance = {sim_random.var():.2f}")
print(f"Simulation, fixed lifetime: mean = {sim_fixed.mean():.3f}")
print(f"Simulation, fixed lifetime: variance = {sim_fixed.var():.3f}")
print(f"Bake time over mean lifetime qT = {q * T:.2f}")
print(f"Finite bake: mean = {mean_bake:.3f} cleavages")
print(f"Finite bake: variance = {var_bake:.2f} cleavages^2")
print(f"Finite bake: Fano factor = {var_bake / mean_bake:.3f}")
print(f"Pool size at which Fano factor is 1 = {pool_threshold:.3f} sites")
for S, fano in pool_fano.items():
    print(f"Pool of {S} sites: Fano factor = {fano:.4f}")
print(f"Cube edge = {cube_edge:.0f} nm; mean acids born in it = {acids:.1f}")
print(f"Their total cleavages: mean = {total_mean:.2f}")
print(f"Their total cleavages: variance = {total_var:.1f}")
print(f"Their total cleavages: relative noise = {100 * relative_noise:.2f} %")
print(f"Acid shot noise alone = {100 / np.sqrt(acids):.2f} %")
print(f"Site depletion only: mean = {site_only[0]:.3f} cleavages")
print(f"Site depletion only: Fano factor = {site_only[1] / site_only[0]:.3f}")
print(f"Site depletion only: sites cleaved = {100 * site_only[2]:.2f} %")
print(f"Quencher consumption only: mean = {quencher_only[0]:.3f} cleavages")
print(f"Quencher consumption only: Fano factor = "
      f"{quencher_only[1] / quencher_only[0]:.3f}")
print(f"Both effects, finite bake: mean = {combined[0]:.3f} cleavages")
print(f"Both effects, finite bake: Fano factor = {combined[1] / combined[0]:.3f}")
print(f"Both effects, finite bake: sites cleaved = {100 * combined[2]:.2f} %")
print(f"Rms diffusion radius at mean lifetime = {rms_radius:.2f} nm")
print(f"Sites in sphere of that radius = {reached_sites:.0f}")
print(f"Self-depletion lowers mean by = {100 * self_depletion:.3f} %")
print(f"Rate constant r/rho0 = {k2:.3f} nm^3/s")
print(f"Local drop of site density at contact = {100 * contact_drop:.2f} %")
print(f"Activation-energy difference = {energy_gap_eV:.2f} eV")
print(f"Change of r/q for 1 K hotter bake = {100 * temperature_change:.2f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
Cleavage rate r = 2.00 1/s
Loss rate q = 0.10 1/s
Bake time T = 60 s; bake temperature = 363 K
Protected-site density = 2.00 1/nm^3
Acid density = 0.020 1/nm^3
Quencher density = 0.100 1/nm^3
Acid diffusivity = 2.00 nm^2/s; contact radius = 0.50 nm
Probability next event is cleavage p = 0.95238
Long bake: mean = 20.000 cleavages
Long bake: variance = 420.000 cleavages^2
Long bake: standard deviation = 20.494 cleavages
Long bake: Fano factor = 21.000
Median = 14 cleavages
P(N=0), geometric = 0.04762
P(N=0), Poisson of equal mean = 2.061e-09
P(N>=60), geometric = 0.05354
P(N>=60), Poisson of equal mean = 4.233e-13
Simulated acids = 200000
Simulation, random lifetime: mean = 19.935
Simulation, random lifetime: variance = 416.42
Simulation, fixed lifetime: mean = 19.986
Simulation, fixed lifetime: variance = 20.106
Bake time over mean lifetime qT = 6.00
Finite bake: mean = 19.950 cleavages
Finite bake: variance = 408.05 cleavages^2
Finite bake: Fano factor = 20.453
Pool size at which Fano factor is 1 = 7.403 sites
Pool of 7 sites: Fano factor = 0.9212
Pool of 8 sites: Fano factor = 1.1190
Pool of 40 sites: Fano factor = 7.1667
Pool of 400 sites: Fano factor = 18.2251
Cube edge = 10 nm; mean acids born in it = 20.0
Their total cleavages: mean = 400.00
Their total cleavages: variance = 16400.0
Their total cleavages: relative noise = 32.02 %
Acid shot noise alone = 22.36 %
Site depletion only: mean = 18.127 cleavages
Site depletion only: Fano factor = 17.394
Site depletion only: sites cleaved = 18.13 %
Quencher consumption only: mean = 22.314 cleavages
Quencher consumption only: Fano factor = 25.965
Both effects, finite bake: mean = 19.868 cleavages
Both effects, finite bake: Fano factor = 19.798
Both effects, finite bake: sites cleaved = 19.87 %
Rms diffusion radius at mean lifetime = 10.95 nm
Sites in sphere of that radius = 11013
Self-depletion lowers mean by = 0.181 %
Rate constant r/rho0 = 1.000 nm^3/s
Local drop of site density at contact = 7.96 %
Activation-energy difference = 0.50 eV
Change of r/q for 1 K hotter bake = 4.49 %
ALL CHECKS PASSED
```
